# Does a linewidth-matching slope below one mean tool scale error?

**Q:** Suppose I compare a linewidth-measuring scanning electron microscope (SEM) with transmission-microscope cross-sections at 30 sites. I plot the SEM widths against the reference widths, fit by ordinary least squares, and get a slope near 0.8. The SEM then compresses every change in width by a fifth. I would divide its scale by 0.8.

**A:** That conclusion needs a reference without noise. Write the true mean width at a site as $t$, with mean $\mu$ and variance $S$ over the sites. The two readings are

$$x=t+u,\qquad y=a+bt+e .$$

Here $x$ is the reference and $y$ the SEM. The tool's offset is $a$ and its true slope is $b$; a scale error means $b\neq1$. The noises $u$ and $e$ have zero mean and variances $U$ and $E$. I assume for now that they are uncorrelated with $t$ and with each other. Your fit estimates the slope against $x$, whereas $b$ is the slope against $t$.

**Q:** But noise in $x$ pushes points left as often as right. Why doesn't it average out?

**A:** Look at what the fit minimises. With many sites, it chooses $A$ and $B$ to minimise the mean of $(y-A-Bx)^2$. Setting the derivative with respect to $A$ to zero gives $A=\langle y\rangle-B\langle x\rangle$. Put that back, and the mean square becomes

$$\operatorname{var}(y)-2B\operatorname{cov}(x,y)+B^2\operatorname{var}(x).$$

Its derivative with respect to $B$ vanishes at $B=\operatorname{cov}(x,y)/\operatorname{var}(x)$. Now insert the model:

$$\operatorname{cov}(x,y)=bS+\operatorname{cov}(t,e)+b\operatorname{cov}(u,t)+\operatorname{cov}(u,e)=bS,$$

$$\operatorname{var}(x)=S+2\operatorname{cov}(t,u)+U=S+U .$$

The noise does average out of the covariance, but it enters the variance as a square, which cannot cancel. Hence

$$B=bL,\qquad L=\frac{S}{S+U}.$$

The factor $L$ is the true variance divided by the total variance of the reference readings. With $b=1$ and $U>0$ the slope is below one, although the tool's scale is right.

The limits make sense. As $U\to0$, $L\to1$. If the sites hardly differ, $S\to0$ at fixed $U$, and the slope goes to zero: the reference readings then differ only by noise, which the tool does not follow.

**Q:** The SEM is noisy too. Shouldn't its noise flatten the line as well?

**A:** No. $E$ appears in neither $\operatorname{cov}(x,y)$ nor $\operatorname{var}(x)$. Tool noise scatters the points vertically and makes the slope less certain, but it does not shift its large-sample value.

The reference noise need not be equally large at all widths, either. If its mean is zero at each $t$, then $\operatorname{cov}(t,u)=0$ still holds, and $U$ is its variance averaged over the sites.

**Q:** A cross-section resolves the edges far better than an SEM. Where would enough noise come from?

**A:** From the line itself. The site's mean width is the quantity to be compared, but a cross-section samples a short piece of one rough line. Let the local width deviate from the site mean with variance $V$ and covariance $Ve^{-|z-z'|/\xi}$ between positions $z$ and $z'$ along the line. I take the reading to be the mean width over a length $\ell$. Its variance is a double integral over both positions. Separations between $s$ and $s+ds$, in either order, cover an area $2(\ell-s)\,ds$, so

$$\operatorname{var}_\ell=\frac{2V}{\ell^2}\int_0^\ell(\ell-s)e^{-s/\xi}\,ds .$$

With $q=e^{-\ell/\xi}$, the two parts of the integral are $\ell\xi(1-q)$ and $\xi^2(1-q)-\ell\xi q$. Their difference is $\ell\xi-\xi^2(1-q)$, which gives

$$\operatorname{var}_\ell=V\,\frac{2\xi}{\ell}\left[1-\frac{\xi}{\ell}\left(1-e^{-\ell/\xi}\right)\right].$$

Take round values for etched silicon lines: roughness 1 nm (one sigma), $\xi=20$ nm, and a lamella 50 nm thick. Then

$$\operatorname{var}_{50}=0.8\,[1-0.4(1-e^{-2.5})]=0.506\ \text{nm}^2 .$$

An independent reading noise of 0.3 nm adds $0.09\ \text{nm}^2$, so $U=0.596\ \text{nm}^2$, or 0.77 nm as a standard deviation. The SEM averages over a 1000 nm scan box, for which the same formula gives $0.039\ \text{nm}^2$. With 0.1 nm of reading noise, $E=0.049\ \text{nm}^2$, or 0.22 nm. In this model the microscope with the finer view of an edge is the noisier witness to the site mean, because it sees so little of the line.

**Q:** And what slope does that give?

**A:** Let the site means have a standard deviation of 1.5 nm about 24 nm, so $S=2.25\ \text{nm}^2$. Give the tool a perfect scale, $b=1$, and an offset $a=2$ nm. Then

$$B=L=\frac{2.25}{2.25+0.596}=0.79 .$$

The intercept is distorted too. Since $\langle x\rangle=\mu$ and $\langle y\rangle=a+b\mu$,

$$A=a+b\mu-bL\mu=a+b(1-L)\mu=2+0.2095\times24=7.0\ \text{nm}.$$

Five of those seven nanometres are produced by the flattened line and are not a tool offset.

As a check that does not use the variance formula, 20,000 rough lines were simulated, with the scan box and the lamella on separate stretches of each line. The fitted slope was 0.7895, against 0.7905 from the formula. The expected statistical error is about 0.003.

**Q:** That is for very many sites. With only 30, couldn't I simply have had bad luck?

**A:** Luck matters, but it scatters the slope about 0.79, not about one. Take $t$, $u$ and $e$ to be Gaussian and independent, and split the true width into a part that follows $x$ and a remainder:

$$t-\mu=L(x-\mu)+r,\qquad r=(1-L)(t-\mu)-Lu .$$

The remainder is uncorrelated with $x$, because $\operatorname{cov}(r,x)=(1-L)S-LU=S-L(S+U)=0$. For Gaussian variables this means independent. The same relation says $LU=(1-L)S$, so

$$\operatorname{var}(r)=(1-L)^2S+L^2U=(1-L)^2S+L(1-L)S=(1-L)S .$$

Substituting for $t$ in the tool equation gives

$$y=a+b(1-L)\mu+bL\,x+\varepsilon,\qquad \varepsilon=e+br,$$

where $\varepsilon$ is independent of $x$ and has variance $R=E+b^2S(1-L)$. This is an ordinary straight-line problem with slope $bL$. For $n$ sites the fitted slope is

$$\hat B=bL+\frac{\sum_i(x_i-\bar x)\varepsilon_i}{Q},\qquad Q=\sum_i(x_i-\bar x)^2 .$$

For given $x_i$ its mean is $bL$ and its variance is $R/Q$. The mean does not depend on the $x_i$, so the total variance is $R\langle1/Q\rangle$. Now $Q/(S+U)$ follows a chi-squared distribution with $k=n-1$ degrees of freedom, for which

$$\left\langle\frac1{\chi_k^2}\right\rangle=\frac{2^{k/2-1}\,\Gamma(k/2-1)}{2^{k/2}\,\Gamma(k/2)}=\frac1{k-2}=\frac{1}{n-3}.$$

Therefore

$$\operatorname{var}(\hat B)=\frac{R}{(n-3)(S+U)} .$$

Here $R=0.0492+2.25\times0.2095=0.521\ \text{nm}^2$, and the standard deviation of the slope is $\sqrt{0.521/(27\times2.846)}=0.082$. In 40,000 simulated experiments of 30 sites, the mean slope was 0.791 and the spread 0.082. The slope fell below one in 99.3 % of them, although the tool had unit slope in all. A significance test against one would often condemn this tool.

**Q:** Then I should inspect the scatter plot more carefully. Surely a real scale error looks different.

**A:** Not in this Gaussian model. Compare your tool with another one, whose true slope is $b'=bL$, whose noise variance is $R$, and whose offset is $a+b(1-L)\mu$. Give the second tool a noiseless reference and sites with true variance $S+U$. Both cases have the same means and the same $\operatorname{var}(x)=S+U$. The second covariance is $bL(S+U)=bS$, as before. The second tool variance is

$$b^2L^2(S+U)+R=b^2LS+E+b^2S(1-L)=b^2S+E,$$

again as before. A Gaussian distribution is fixed by its means and covariances, so the two clouds of points are statistically identical. More sites of the same kind will not separate them. You need information from outside the plot.

The converse also holds: a slope of 0.79 does not acquit the tool. It leaves both explanations open until $U$ is known or a different measurement is made.

**Q:** Can I at least get limits on $b$ from the data I have?

**A:** Yes, for $b>0$ and under the same assumptions about the noise. Fit $x$ against $y$ instead. That slope is $\operatorname{cov}(x,y)/\operatorname{var}(y)=bS/(b^2S+E)$, and its reciprocal is

$$\frac{b^2S+E}{bS}=b+\frac{E}{bS}.$$

This is never below $b$, while the direct slope $bL$ is never above it. In the example the bracket runs from 0.79 to $1+0.049/2.25=1.02$, for very many sites. It contains both your scale error and a perfect scale. With only 30 sites each end scatters by about 0.1, so the bracket from a single data set can easily miss $b$; treat its ends as estimates, not as firm limits.

**Q:** What measurement would decide between them?

**A:** One choice is a wider range of widths. Raise the site spread to 10 nm, with the mean and both noise variances held fixed. A sound tool with the noisy reference then gives $100/(100+0.596)=0.994$. A tool with true slope 0.79 and a noiseless reference still gives 0.79. This comparison assumes that the tool response stays linear and the roughness unchanged over the wider range. A spread of 10 nm about 24 nm reaches from very narrow lines to lines over 40 nm wide, which would nearly fill a 48 nm pitch, so in practice it needs structures of other pitches. A spread of 5 nm gives $25/(25+0.596)=0.977$, already far from 0.79.

Another is pitch, the distance between corresponding edges of neighbouring lines. A constant shift of each such edge cancels in the difference, but a magnification error does not. If the magnification were wrong by a factor of 0.79, a 48 nm pitch would read 37.9 nm. A correct pitch rules out that magnification error. It does not rule out an edge bias that changes with linewidth, which also alters $b$.

**Q:** Could I keep my 30 sites and correct the slope?

**A:** If you know $U$, subtract it from the reference variance:

$$b=\frac{\operatorname{cov}(x,y)}{\operatorname{var}(x)-U}.$$

If you don't, take a second cut $x_2=t+u_2$ at each site, with noise independent of the first cut and of the tool. On a rough line, this means placing it several correlation lengths away from the first cut and from the scan box. Then $\operatorname{cov}(x_2,y)=bS$ and $\operatorname{cov}(x_2,x)=S$, so their ratio is $b$.

Both corrections cost precision. In the simulated 30-site experiments, the central 68 % of corrected slopes ran from 0.90 to 1.16 with $U$ known, and from 0.90 to 1.13 with a second cut. The medians were 1.01 and 1.00. The uncorrected slope is less scattered, but about the wrong value.

You can also average $m$ independent cuts per site, which replaces $U$ by $U/m$. Two cuts raise the slope to 0.88. To keep the loss within a fraction $f$ you need $S/(S+U/m)\ge1-f$, or

$$m\ge\frac US\,\frac{1-f}{f}.$$

For $f=0.02$ this is $0.265\times49=12.99$, hence 13 cuts. Noise shared by all cuts at a site would not be reduced in this way. The cuts need not be separate lamellae. One lamella through a dense grating crosses many lines, and if these share the site mean and have independent roughness and reading noise, reading $m$ of them acts like $m$ cuts: five lines give $2.25/(2.25+0.596/5)=0.95$. The slope of 0.79 belongs to a reference read on a single line per site.

**Q:** What if I cut the lamella inside the scan box, so that both instruments see the same line?

**A:** Then the noises share a covariance $C=\operatorname{cov}(u,e)$, and the term I dropped earlier returns:

$$B=\frac{bS+C}{S+U}.$$

For a cut well inside a box of length $\ell_b\gg\xi$, integrating the correlation over the box gives $C\approx2\xi V/\ell_b=0.04\ \text{nm}^2$. The slope rises only to 0.805, because the short cut is a small part of what the SEM averages.

Suppose instead that the SEM measures the same 50 nm as the lamella. With $b=1$, the shared roughness gives $C=0.506\ \text{nm}^2$ and $B=(2.25+0.506)/2.846=0.97$. The roughness is now part of what both instruments measure, and the reading noise of the reference accounts for the remaining loss.

**Q:** Is there a case where scatter in the horizontal variable does no harm?

**A:** Yes, if $x$ is a value you set and the truth scatters about it: $t=x+u$, with $u$ uncorrelated with $x$. Then $\operatorname{cov}(x,y)=b\operatorname{var}(x)$ and $B=b$. Programmed widths can act like this if, at each programmed width, the lines come out at that width on average. An average taken over all the lines together is not enough. What matters is whether the scatter is uncorrelated with the truth or with the plotted value.

**Q:** How close is your example to a real comparison?

**A:** The roughness, correlation length and lamella thickness are of a roughly typical size for etched lines. A site spread of 1.5 nm suits a set of sites with deliberately varied exposure; a well-controlled process would usually have less, and with the same $U$ the attenuation would be stronger. A 21 % magnification error would be far from typical for a calibrated SEM. Real tools do break the assumption of a constant offset, since edge bias can depend on width and sidewall shape. A bias growing by 0.05 nm per nm makes $b=1.05$ and moves the fitted slope from 0.79 to 0.83. A reference whose own scale is 1 % too large, $x=gt+u$ with $g=1.01$, gives $B=bgS/(g^2S+U)=0.786$. If the 30 true widths are equally spaced by design instead of Gaussian, the simulated mean slope is 0.799. None of these changes accounts for the missing fifth.

**Q:** And if I had divided the SEM scale by the fitted slope anyway?

**A:** You would have damaged a sound tool. A true change of 3.0 nm would then be reported as $3.0/0.79=3.8$ nm. The line fitted to many sites does have a proper use: among straight lines, it predicts the SEM reading from one equally noisy cross-section with the least mean squared error, for sites drawn from the same population. Calibration asks how the SEM responds to the true width, and for that you need either the noise variance of the reference or a method whose slope tends to $b$ for many sites despite that noise, such as the one with a second independent cut. The numerical output lists most of the values used here.

## Table of computed values

```
mean true width: 24.0 nm
site spread (sd): 1.50 nm
true variance S: 2.250 nm^2
roughness (one sigma): 1.00 nm
correlation length: 20 nm
lamella thickness: 50 nm
scan box length: 1000 nm
reference reading noise (sd): 0.30 nm
tool reading noise (sd): 0.10 nm
true tool slope: 1.00, offset: 2.0 nm
roughness variance in lamella: 0.5063 nm^2
roughness variance in box: 0.0392 nm^2
reference noise U: 0.5963 nm^2, sd 0.772 nm
tool noise E: 0.0492 nm^2, sd 0.222 nm
total reference variance S+U: 2.8463 nm^2
attenuation L = S/(S+U): 0.7905
fitted slope, quadrature: 0.7905
fitted intercept, quadrature: 7.028 nm
fitted slope, simulated rough lines: 0.7895
simulated rough lines: 20000
squared correlation of x and y: 0.774
residual variance R: 0.5206 nm^2
sites per experiment: 30, repeats: 40000
mean slope over repeats: 0.7911
slope spread, simulated: 0.0820
slope spread, formula: 0.0823
share of slopes below one: 99.3 %
upper bound from reverse fit: 1.0219
corrected slope, 16/50/84 percentiles:
  U known:    0.897 1.011 1.156
  second cut: 0.898 1.001 1.129
slope with two cuts averaged: 0.8830
cuts for slope loss within 2 %: 13
slope with that many cuts: 0.9800
wide set, site spread: 10 nm
wide set, slope with noisy reference: 0.9941
wide set, slope if scale error: 0.7905
true pitch: 48.0 nm
pitch reading if scale error: 37.94 nm
true width change: 3.0 nm
change after false correction: 3.80 nm
slope when x is a set value: 1.0000
neglected effects, fitted slope:
  shared covariance C: 0.0400 nm^2
  lamella inside scan box: 0.8046
  reference gain 1.01: 0.7859
  tool bias 0.05 nm per nm: 0.8300
  fixed equal steps, 30 sites: 0.7993
```
